# Reduced matrix elements of tensor products for two subsystems: a numerical check

```python
"""
Reduced matrix element of a tensor product acting on two subsystems:
 <(j1 j2)J || [T^k1 x U^k2]^k || (j1p j2p)Jp>
   = sqrt((2J+1)(2k+1)(2Jp+1)) * 9j{j1 j1p k1; j2 j2p k2; J Jp k}
     * <j1||T^k1||j1p> * <j2||U^k2||j2p>
T acts only on subsystem 1, U only on subsystem 2; ranks are integers.
Convention: <j m|T_q|jp mp> = (-1)^(j-m) 3j(j k jp; -m q mp) <j||T||jp>.
In the code all angular momenta, ranks and projections are DOUBLED integers,
and projections are stored in descending order.
Example: D = 3 n (n.s) - s for one p electron (n = unit position vector).
"""
from functools import lru_cache
from itertools import product
import numpy as np
from sympy import Rational
from sympy.physics.wigner import wigner_9j


@lru_cache(None)
def ladder(a):
    """Jz and J+ for angular momentum a/2."""
    m = np.arange(a, -a - 1, -2) / 2
    j = a / 2
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.diag(m), raising


@lru_cache(None)
def couple(a, b):
    """Coupled states from ladder operators; columns are M = J..-J."""
    za, pa = ladder(a)
    zb, pb = ladder(b)
    ia, ib = np.eye(a + 1), np.eye(b + 1)
    total_m = np.diag(np.kron(za, ib) + np.kron(ia, zb))
    raising = np.kron(pa, ib) + np.kron(ia, pb)
    states = {}
    for c in range(a + b, abs(a - b) - 1, -2):
        j = c / 2
        idx = np.where(abs(total_m - j) < 1e-9)[0]
        top = np.linalg.svd(raising[:, idx])[2][-1]
        vec = np.zeros(len(total_m))
        vec[idx] = top * np.sign(top[0])   # Condon-Shortley sign
        assert np.max(abs(raising @ vec)) < 1e-10
        columns = [vec]
        for m in np.arange(j, -j, -1):
            vec = raising.T @ vec / np.sqrt(j * (j + 1) - m * (m - 1))
            columns.append(vec)
        states[c] = np.array(columns).T
    return states


def triangle(a, b, c):
    return abs(a - b) <= c <= a + b and (a + b + c) % 2 == 0


@lru_cache(None)
def three_j(a, b, c, ma, mb, mc):
    if ma + mb + mc != 0 or not triangle(a, b, c):
        return 0.0
    if abs(ma) > a or abs(mb) > b or abs(mc) > c:
        return 0.0
    row = ((a - ma) // 2) * (b + 1) + (b - mb) // 2
    sign = -1 if ((a - b - mc) // 2) % 2 else 1
    return sign * couple(a, b)[c][row, (c + mc) // 2] / np.sqrt(c + 1)


def projections(a):
    return range(a, -a - 1, -2)


@lru_cache(None)
def geometry(a, k, b):
    """Wigner-Eckart factors, indexed [q, m, mp]."""
    return np.array([[[(-1) ** ((a - m) // 2)
                       * three_j(a, k, b, -m, q, mp)
                       for mp in projections(b)]
                      for m in projections(a)]
                     for q in projections(k)])


def reduced(ops, a, k, b):
    """Project out the reduced element and test Wigner-Eckart."""
    factors = geometry(a, k, b)
    value = np.sum(factors * ops)
    assert np.max(abs(ops - value * factors)) < 1e-10
    return value


def reduced_other(ops, a, k, b):
    """Reduced element when a bare Clebsch-Gordan factor is split off."""
    cg = couple(b, k)[a].reshape(b + 1, k + 1, a + 1)
    return np.einsum('pqm,qmp->', cg, ops) / (a + 1)


def tensor_operator(a, k, b, scale):
    """Solve the commutation relations for a tensor from b/2 to a/2."""
    za, pa = ladder(a)
    zb, pb = ladder(b)
    ia, ib = np.eye(a + 1), np.eye(b + 1)
    raise_eq = np.kron(pa, ib) - np.kron(ia, pb.T)
    weight_eq = (np.kron(za, ib) - np.kron(ia, zb)
                 - k / 2 * np.eye((a + 1) * (b + 1)))
    _, sing, vt = np.linalg.svd(np.vstack([raise_eq, weight_eq]))
    assert sing[-1] < 1e-10 and sing[-2] > 1e-6   # unique solution
    op = scale * vt[-1].reshape(a + 1, b + 1)
    comps = [op]
    rank = k / 2
    for q in np.arange(rank, -rank, -1):
        op = (pa.T @ op - op @ pb.T) / np.sqrt(
            rank * (rank + 1) - q * (q - 1))
        comps.append(op)
    return np.array(comps)


def tensor_product(t, u, k1, k2, k):
    cg = couple(k1, k2)[k].reshape(k1 + 1, k2 + 1, k + 1)
    full = np.einsum('abq,aij,bmn->qimjn', cg, t, u)
    return full.reshape(k + 1, t.shape[1] * u.shape[1],
                        t.shape[2] * u.shape[2])


@lru_cache(None)
def nine_j(*args):
    return float(wigner_9j(*[Rational(x, 2) for x in args]))


def nine_j_from_3j(a, b, c, d, e, f, g, h, i):
    """Sum over projections of three row and three column 3j symbols."""
    total = 0.0
    for ma, mb, md, me in product(projections(a), projections(b),
                                  projections(d), projections(e)):
        mc, mf, mg, mh = -ma - mb, -md - me, -ma - md, -mb - me
        mi = -mc - mf
        total += (three_j(a, b, c, ma, mb, mc)
                  * three_j(d, e, f, md, me, mf)
                  * three_j(g, h, i, mg, mh, mi)
                  * three_j(a, d, g, ma, md, mg)
                  * three_j(b, e, h, mb, me, mh)
                  * three_j(c, f, i, mc, mf, mi))
    return total


# ---- general test on complete matrices ----
cases = [(2, 2, 4, 1, 2, 1), (3, 4, 1, 2, 2, 4),
         (3, 2, 3, 2, 4, 2), (1, 2, 3, 3, 6, 3)]
allowed = forbidden = nonzero = 0
worst = worst_9j = 0.0
for j1, k1, j1p, j2, k2, j2p in cases:
    t = tensor_operator(j1, k1, j1p, 1.3)
    u = tensor_operator(j2, k2, j2p, -0.7)
    t_red, u_red = reduced(t, j1, k1, j1p), reduced(u, j2, k2, j2p)
    t_alt = reduced_other(t, j1, k1, j1p)
    u_alt = reduced_other(u, j2, k2, j2p)
    assert abs(t_red - np.sqrt(j1 + 1) * t_alt) < 1e-10
    for k in couple(k1, k2):
        ops = tensor_product(t, u, k1, k2, k)
        cg_rev = couple(k2, k1)[k].reshape(k2 + 1, k1 + 1, k + 1)
        rev = np.einsum('baq,aij,bmn->qimjn', cg_rev, t, u)
        swap = (-1) ** ((k1 + k2 - k) // 2)
        assert np.allclose(rev.reshape(ops.shape), swap * ops, atol=1e-10)
        for J, bra in couple(j1, j2).items():
            for Jp, ket in couple(j1p, j2p).items():
                block = bra.T @ ops @ ket
                if not triangle(J, k, Jp):
                    assert np.max(abs(block)) < 1e-10
                    forbidden += 1
                    continue
                args = (j1, j1p, k1, j2, j2p, k2, J, Jp, k)
                symbol = nine_j(*args)
                worst_9j = max(worst_9j,
                               abs(symbol - nine_j_from_3j(*args)))
                formula = (np.sqrt((J + 1) * (k + 1) * (Jp + 1))
                           * symbol * t_red * u_red)
                error = np.max(abs(block - formula * geometry(J, k, Jp)))
                worst = max(worst, error)
                alt = (np.sqrt((k + 1) * (Jp + 1) * (j1 + 1) * (j2 + 1))
                       * symbol * t_alt * u_alt)
                assert abs(reduced_other(block, J, k, Jp) - alt) < 1e-10
                allowed += 1
                nonzero += abs(formula) > 1e-8
assert worst < 1e-10 and worst_9j < 1e-10
assert nonzero > 20 and forbidden > 0

print("GENERAL TEST (dimensionless)")
print(f"sets of subsystem momenta and ranks: {len(cases)}")
print(f"allowed blocks: {allowed}, of which nonzero: {nonzero}")
print(f"triangle-forbidden blocks, all zero: {forbidden}")
print(f"matrix elements agree within 1e-10: {worst < 1e-10}")
print(f"9j and six-3j sum agree within 1e-10: {worst_9j < 1e-10}")

# ---- one p electron: angular quadrature in the product basis ----
x, wx = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(12) / 12
cos_t, ph = [v.ravel() for v in np.meshgrid(x, phi, indexing='ij')]
weight = np.repeat(wx, 12) * 2 * np.pi / 12
sin_t = np.sqrt(1 - cos_t ** 2)
e = np.exp(1j * ph)
n = np.array([sin_t * np.cos(ph), sin_t * np.sin(ph), cos_t])
Y = np.array([-np.sqrt(3 / (8 * np.pi)) * sin_t * e,
              np.sqrt(3 / (4 * np.pi)) * cos_t,
              np.sqrt(3 / (8 * np.pi)) * sin_t / e])
overlap = np.einsum('g,ag,bg->ab', weight, Y.conj(), Y)
assert np.allclose(overlap, np.eye(3), atol=1e-12)
C2 = np.array([np.sqrt(3 / 8) * sin_t ** 2 * e ** 2,
               -np.sqrt(3 / 2) * sin_t * cos_t * e,
               (3 * cos_t ** 2 - 1) / 2,
               np.sqrt(3 / 2) * sin_t * cos_t / e,
               np.sqrt(3 / 8) * sin_t ** 2 / e ** 2])
sz, sp = ladder(1)
s = np.array([(sp + sp.T) / 2, (sp - sp.T) / 2j, sz])


def spherical(v):
    return np.array([-(v[0] + 1j * v[1]) / np.sqrt(2), v[2],
                     (v[0] - 1j * v[1]) / np.sqrt(2)])


s_sph = spherical(s)
dyad = (3 * np.einsum('ig,jg->ijg', n, n) - np.eye(3)[:, :, None])
# operator identity, direction by direction
D_point = spherical(np.einsum('ijg,jmn->igmn', dyad, s))
cg21 = couple(4, 2)[2].reshape(5, 3, 3)
product_point = np.einsum('abq,ag,bmn->qgmn', cg21, C2, s_sph)
assert np.allclose(D_point, -np.sqrt(10) * product_point, atol=1e-12)

orbital = np.einsum('g,ag,ijg,bg->ijab', weight, Y.conj(), dyad, Y)
D = spherical(np.einsum('ijab,jmn->iambn', orbital, s).reshape(3, 6, 6))
C2_matrix = np.einsum('g,ag,qg,bg->qab', weight, Y.conj(), C2, Y)
c_red = reduced(C2_matrix, 2, 4, 2).real
s_red = reduced(s_sph, 1, 2, 1).real

print("P ELECTRON, D = 3n(n.s)-s (dimensionless, hbar = 1)")
print(f"directions at which D = -sqrt(10)[C2 x s]1 holds: {len(weight)}")
print(f"<1||C2||1> = {c_red:.8f}")
print(f"<1/2||s||1/2> = {s_red:.8f}")
result = {}
for J, Jp in [(1, 1), (3, 3), (3, 1), (1, 3)]:
    block = couple(2, 1)[J].T @ D @ couple(2, 1)[Jp]
    direct = reduced(block, J, 2, Jp)
    symbol = nine_j(2, 2, 4, 1, 1, 2, J, Jp, 2)
    root = np.sqrt((J + 1) * 3 * (Jp + 1))
    formula = -np.sqrt(10) * root * symbol * c_red * s_red
    assert abs(direct - formula) < 1e-11
    result[J, Jp] = (block, formula)
    print(f"J={J}/2, J'={Jp}/2: square root = {root:.8f}, "
          f"9j = {symbol:.8f}")
    print(f"  <J||D||J'>: formula {formula:.8f}, "
          f"quadrature {direct.real:.8f}")

print("ELEMENTS <J M|D_z|J' M> (dimensionless)")
for J, Jp, M in [(1, 1, 1), (3, 3, 3), (3, 1, 1)]:
    block, formula = result[J, Jp]
    row, col = (J - M) // 2, (Jp - M) // 2
    factor = geometry(J, 2, Jp)[1, row, col]
    direct = block[1, row, col]
    assert abs(direct - factor * formula) < 1e-11
    print(f"J={J}/2, J'={Jp}/2, M={M}/2: phase*3j = {factor:.8f}")
    print(f"  formula {factor * formula:.8f}, "
          f"quadrature {direct.real:.8f}")
stretched = 0.5 * np.sum(weight * abs(Y[0]) ** 2 * (3 * cos_t ** 2 - 1))
assert abs(stretched - result[3, 3][0][1, 0, 0]) < 1e-12
mean_cos2 = np.sum(weight * abs(Y[0]) ** 2 * cos_t ** 2)
print(f"mean cos^2(theta) in Y11 = {mean_cos2:.8f}")
print(f"half the mean of 3cos^2(theta)-1 in Y11 = {stretched:.8f}")
print("all tests passed")
```

Printed output:

```
GENERAL TEST (dimensionless)
sets of subsystem momenta and ranks: 4
allowed blocks: 60, of which nonzero: 58
triangle-forbidden blocks, all zero: 21
matrix elements agree within 1e-10: True
9j and six-3j sum agree within 1e-10: True
P ELECTRON, D = 3n(n.s)-s (dimensionless, hbar = 1)
directions at which D = -sqrt(10)[C2 x s]1 holds: 96
<1||C2||1> = -1.09544512
<1/2||s||1/2> = 1.22474487
J=1/2, J'=1/2: square root = 3.46410162, 9j = 0.11111111
  <J||D||J'>: formula 1.63299316, quadrature 1.63299316
J=3/2, J'=3/2: square root = 6.92820323, 9j = -0.01756821
  <J||D||J'>: formula -0.51639778, quadrature -0.51639778
J=3/2, J'=1/2: square root = 4.89897949, 9j = -0.02777778
  <J||D||J'>: formula -0.57735027, quadrature -0.57735027
J=1/2, J'=3/2: square root = 4.89897949, 9j = 0.02777778
  <J||D||J'>: formula 0.57735027, quadrature 0.57735027
ELEMENTS <J M|D_z|J' M> (dimensionless)
J=1/2, J'=1/2, M=1/2: phase*3j = 0.40824829
  formula 0.66666667, quadrature 0.66666667
J=3/2, J'=3/2, M=3/2: phase*3j = 0.38729833
  formula -0.20000000, quadrature -0.20000000
J=3/2, J'=1/2, M=1/2: phase*3j = 0.40824829
  formula -0.23570226, quadrature -0.23570226
mean cos^2(theta) in Y11 = 0.20000000
half the mean of 3cos^2(theta)-1 in Y11 = -0.20000000
all tests passed
```
